**Current through an impurity in a K = 1/2 Luttinger liquid**

The program tests I = e²V/2h − (eΓ/h) Im ψ(1/2 + (Γ + ieV/2)/(2πk_BT)), where V is the bias between incoming movers, T the temperature, Γ the width of the Majorana resonance and ψ the digamma function. It asserts that string modes give the impurity operator the dimension 1/2 and the stated force response, and that six-operator Wick sums including the Majorana equal the bosonic product. It also evolves a lattice fermion chain after the impurity is switched on; the two loss rates agree with the formula within the asserted 1%. Further assertions compare the digamma formula with an energy integral, its slope with finite differences, and its limits with separate expressions, including the golden rule for electron tunnelling. The full circuit correlator confirms the prefactor that relates Γ to the bare reflection and the capacitance. For a point contact with C = 3 fF and bare reflection 0.1, the output gives Γ = 0.96 µeV and a current of 68 pA at 20 mK and 5 µV. Of the three neglected effects sized there, a rough estimate of island heating is the largest, at about 5 pA.

## Verification by program

```python
# Result under test: current through one impurity in a Luttinger liquid, K=1/2,
#   I = e^2 V/(2h) - (e Gamma/h) Im digamma(1/2 + (Gamma + i e V/2)/(2 pi kT)).
# V: bias between incoming movers; T: temperature; Gamma: Majorana width;
# mu = eV/2: chemical potential of the new fermion. Tests use hbar = k = v = 1.
# Example: point contact in series with h/e^2, shunted by capacitance C;
# reflection: bare reflection probability of the contact; E_C = e^2/(2C).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import digamma, expit


def reflected(gamma, kT, mu):
    """Backscattered current in units e/h, from the digamma formula."""
    return gamma * digamma(0.5 + (gamma + 1j * mu) / (2 * np.pi * kT)).imag


def slope_factor(gamma, kT, mu):
    """dI/dV divided by e^2/(2h), from the trigamma formula."""
    z = mp.mpc(0.5 + gamma / (2 * np.pi * kT), mu / (2 * np.pi * kT))
    return 1 - gamma / (2 * np.pi * kT) * float(mp.re(mp.psi(1, z)))


def transmitted_quadrature(gamma, kT, mu):
    """Current in units e/h, by integrating over scattering states."""
    def integrand(w):
        window = expit((mu - w) / kT) - expit(-w / kT)
        return w**2 / (w**2 + gamma**2) * window
    edges = [-40 * kT, -5 * kT, 0.0, mu, mu + 5 * kT, mu + 40 * kT]
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# --- Harmonic string: dimension of the vertex operator and force response ---
K = 0.5
sites = 1001
string = 2 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1)
squares, modes = np.linalg.eigh(string)
freq = np.sqrt(squares)
weight = modes[sites // 2]**2


def phi_correlator(tau):
    return np.sum(weight * np.pi * K * np.exp(-freq * tau) / (2 * freq))


exponent = 4 * (phi_correlator(10) - phi_correlator(40)) / np.log(4)
assert abs(exponent - 2 * K) < 0.01      # finite string and lattice spacing


def pushed_phi(t):
    """Displacement of the middle site under a unit force since t=0."""
    return np.sum(weight * np.pi * K * (1 - np.cos(freq * t)) / squares)


mobility = (pushed_phi(300) - pushed_phi(100)) / 200
assert abs(mobility / (np.pi * K / 2) - 1) < 0.01


# --- Vertex correlators against Wick sums with the Majorana included ---
def contraction(a, b, scale):
    if a[0] == "g" and b[0] == "g":
        return 1.0
    if {a[0], b[0]} == {"psi", "dag"}:
        return scale / np.sin(a[1] - b[1])
    return 0.0


def wick(ops, scale):
    if not ops:
        return 1.0
    total = 0.0
    for k in range(1, len(ops)):
        pair = contraction(ops[0], ops[k], scale)
        if pair != 0.0:
            rest = ops[1:k] + ops[k + 1:]
            total += (-1)**(k - 1) * pair * wick(rest, scale)
    return total


rng = np.random.default_rng(7)
scale = 0.05                              # pi T tau_c
worst_wick = 0.0
for trial in range(12):
    base = (np.arange(6) + 0.7 * rng.random(6)) * np.pi / 6
    angles = base[::-1]                   # pi T tau, latest first
    charges = rng.permutation([1, 1, 1, -1, -1, -1])
    boson = 1.0
    for i in range(6):
        for j in range(i + 1, 6):
            factor = np.sin(angles[i] - angles[j]) / scale
            boson *= factor**float(charges[i] * charges[j])
    ops = []
    for angle, charge in zip(angles, charges):
        if charge == 1:
            ops += [("g", angle), ("psi", angle)]
        else:
            ops += [("dag", angle), ("g", angle)]
    worst_wick = max(worst_wick, abs(wick(ops, scale) / boson - 1))
assert worst_wick < 1e-8


# --- Lattice chain with a Majorana at its end, evolved in real time ---
def lattice_loss_rate(gamma, kT, mu):
    n = 220
    hop = -np.eye(n, k=1) - np.eye(n, k=-1)
    energy, vec = np.linalg.eigh(hop)
    filled = (vec * expit((mu - energy) / kT)) @ vec.T
    # The real part of the end-site Green function rescales the width.
    bare = gamma / (1 + gamma / 2)
    coupling = np.sqrt(2 * bare / 4)
    big = np.zeros((2 * n + 1, 2 * n + 1))
    big[:n, :n] = hop
    big[n:2 * n, n:2 * n] = -hop
    big[0, -1] = big[-1, 0] = coupling
    big[n, -1] = big[-1, n] = -coupling
    start = np.zeros_like(big)
    start[:n, :n] = filled
    start[n:2 * n, n:2 * n] = np.eye(n) - filled
    start[-1, -1] = 0.5
    levels, states = np.linalg.eigh(big)
    numbers = []
    for t in (80.0, 140.0):
        rows = (states[:n] * np.exp(-1j * levels * t)) @ states.T
        numbers.append(np.sum((rows.conj() @ start) * rows).real)
    return (numbers[0] - numbers[1]) / 60.0


lattice_results = []
for gamma, kT, mu in ((0.1, 0.03, 0.15), (0.1, 0.1, 0.1)):
    measured = lattice_loss_rate(gamma, kT, mu)
    predicted = reflected(gamma, kT, mu) / np.pi
    lattice_results.append((measured, predicted))
    assert abs(measured / predicted - 1) < 0.01   # finite bandwidth

# --- Digamma formula, its slope and its limits ---
worst_quad = 0.0
for gamma, kT, mu in ((1, 0.1, 2), (1, 1, 0.5), (0.2, 1, 5), (5, 0.7, 3)):
    direct = transmitted_quadrature(gamma, kT, mu)
    closed = mu - reflected(gamma, kT, mu)
    worst_quad = max(worst_quad, abs(direct / closed - 1))
    step = 0.01 * kT
    difference = (transmitted_quadrature(gamma, kT, mu + step)
                  - transmitted_quadrature(gamma, kT, mu - step)) / (2 * step)
    assert abs(difference - slope_factor(gamma, kT, mu)) < 1e-4
assert worst_quad < 1e-7
cold = transmitted_quadrature(1.0, 0.001, 2.0)
assert abs(cold - (2 - np.arctan(2.0))) < 1e-5
weak = 1.3 - transmitted_quadrature(1e-4, 1.0, 1.3)
assert abs(weak / (1e-4 * np.pi / 2 * np.tanh(0.65)) - 1) < 1e-3


def electron_tunnelling(eV):
    """Golden rule, charge e, operator dimension 2, kT=1, free prefactor."""
    value = quad(lambda t: np.cos(eV * t) / np.cosh(np.pi * t)**4, 0, 8,
                 epsabs=1e-13, limit=200)[0]
    return np.sinh(eV / 2) * value


strong = [transmitted_quadrature(1000.0, 1.0, eV / 2) for eV in (2.0, 8.0)]
full_ratio = strong[1] / strong[0]
golden_ratio = electron_tunnelling(8.0) / electron_tunnelling(2.0)
assert abs(full_ratio / golden_ratio - 1) < 1e-3
for eV, value in zip((2.0, 8.0), strong):
    m = eV / 2
    assert abs(value / (m * (m**2 + np.pi**2) / 3e6) - 1) < 1e-3


# --- Full circuit correlator at first order in the bare reflection ---
def circuit_ratio(kT, mu, cutoff):
    """First-order reflected current: full circuit over scaling formula."""
    u = np.linspace(np.log(1e-5 * kT), np.log(1e4 * cutoff), 4000)
    w = np.exp(u)
    t = np.linspace(0, 8 / kT, 801)
    d = np.exp(-w / (2 * kT))
    kernel = (1 + d**2 - 2 * d * np.cos(np.outer(t, w))) / (1 - d**2)
    gain = trapezoid(kernel * cutoff**2 / (w**2 + cutoff**2), u, axis=1)
    free = (np.pi * kT / np.cosh(np.pi * kT * t))**2
    integral = 2 * trapezoid(np.cos(mu * t) * free * np.exp(gain), t)
    full = 2 * np.pi * np.sinh(mu / (2 * kT)) * integral / (4 * np.pi**2)
    width = np.exp(np.euler_gamma) * cutoff / np.pi
    return full / (width * np.pi / 2 * np.tanh(mu / (2 * kT)))


deep_ratio = circuit_ratio(1.0, 1.0, 200.0)
assert abs(deep_ratio - 1) < 1e-3

# --- Worked example: energies in micro-eV, currents in pA ---
e, h, kB = const.e, const.h, const.k
micro = e * 1e-6
capacitance = 3e-15
reflection = 0.1
charging = e**2 / (2 * capacitance) / micro
cutoff = 2 * charging / np.pi
width = np.exp(np.euler_gamma) * reflection * cutoff / np.pi
to_pA = e / h * micro * 1e12
to_kT = kB * 1e-3 / micro                 # micro-eV per mK
half_quantum = e**2 / (2 * h) * 1e6       # micro-siemens


def current_pA(gamma, T_mK, V_uV):
    mu = V_uV / 2
    return to_pA * (mu - reflected(gamma, T_mK * to_kT, mu))


print("TESTS")
print(f"vertex exponent 2K from string modes: {exponent:.4f}")
print(f"string mobility / (pi K/2): {mobility / (np.pi * K / 2):.4f}")
print(f"largest Wick/boson relative error: {worst_wick:.1e}")
for measured, predicted in lattice_results:
    print(f"fermion loss rate, lattice {measured:.5f}, formula {predicted:.5f}")
print(f"largest quadrature/digamma relative error: {worst_quad:.1e}")
print(f"I(eV=8kT)/I(eV=2kT), strong impurity: {full_ratio:.4f}")
print(f"same ratio, electron golden rule: {golden_ratio:.4f}")
print(f"circuit/scaling at kT = cutoff/200: {deep_ratio:.5f}")
print("EXAMPLE")
print(f"capacitance: {capacitance * 1e15:.1f} fF")
print(f"bare reflection probability: {reflection:.2f}")
print(f"series resistance h/e^2: {h / e**2 / 1e3:.3f} kOhm")
print(f"charging energy E_C: {charging:.2f} ueV")
print(f"cutoff hbar*omega_c: {cutoff:.2f} ueV = {cutoff / to_kT:.0f} mK")
print(f"width Gamma: {width:.4f} ueV = {width / to_kT:.2f} mK")
print(f"e^2/(2h): {half_quantum:.3f} uS")
print(f"e/h times 1 ueV: {to_pA:.3f} pA")
for T in (5, 10, 20, 40):
    factor = slope_factor(width, T * to_kT, 0.0)
    print(f"T={T} mK: G/(e^2/2h)={factor:.4f}, G={factor * half_quantum:.3f} uS")
T0, V0 = 20.0, 5.0
print(f"kT at {T0:.0f} mK: {T0 * to_kT:.4f} ueV")
for V in (1, 2, 5, 10):
    now = current_pA(width, T0, V)
    slope = slope_factor(width, T0 * to_kT, V / 2) * half_quantum
    print(f"20 mK, V={V} uV: I={now:.2f} pA, dI/dV={slope:.3f} uS")
main = current_pA(width, T0, V0)
clean = to_pA * V0 / 2
print(f"V=5 uV: without impurity {clean:.2f} pA, reflected {clean - main:.2f} pA")
print(f"V=5 uV, T=0: I={to_pA * (2.5 - width * np.arctan(2.5 / width)):.2f} pA")
print("NEGLECTED EFFECTS")
ratio = circuit_ratio(T0 * to_kT, V0 / 2, cutoff)
print(f"finite E_C, 20 mK, 5 uV: reflected current x {ratio:.4f}")
print(f"resulting change of I: {-(ratio - 1) * (clean - main):.2f} pA")
ratio_hot = circuit_ratio(40 * to_kT, 0.01, cutoff)
print(f"finite E_C, 40 mK, V->0: reflected current x {ratio_hot:.4f}")
for V in (1.0, V0):
    now = current_pA(width, T0, V)
    power = now * 1e-12 * V * 1e-6 / 2
    rise = 6 * h * power / (np.pi**2 * kB**2)
    hot = np.sqrt((T0 * 1e-3)**2 + rise) * 1e3
    change = current_pA(width, hot, V) - now
    print(f"heated island, V={V:.0f} uV: {hot:.2f} mK, I change {change:.2f} pA")
shifted = current_pA(width * (1 + reflection), T0, V0) - main
print(f"Gamma raised by the fraction {reflection:.2f}: I change {shifted:.2f} pA")
print("PASS")
```

Printed output:

```
TESTS
vertex exponent 2K from string modes: 1.0000
string mobility / (pi K/2): 1.0000
largest Wick/boson relative error: 5.3e-15
fermion loss rate, lattice 0.02984, formula 0.02986
fermion loss rate, lattice 0.01511, formula 0.01514
largest quadrature/digamma relative error: 2.0e-15
I(eV=8kT)/I(eV=2kT), strong impurity: 9.5199
same ratio, electron golden rule: 9.5200
circuit/scaling at kT = cutoff/200: 1.00005
EXAMPLE
capacitance: 3.0 fF
bare reflection probability: 0.10
series resistance h/e^2: 25.813 kOhm
charging energy E_C: 26.70 ueV
cutoff hbar*omega_c: 17.00 ueV = 197 mK
width Gamma: 0.9638 ueV = 11.18 mK
e^2/(2h): 19.370 uS
e/h times 1 ueV: 38.740 pA
T=5 mK: G/(e^2/2h)=0.2618, G=5.072 uS
T=10 mK: G/(e^2/2h)=0.4692, G=9.088 uS
T=20 mK: G/(e^2/2h)=0.6664, G=12.908 uS
T=40 mK: G/(e^2/2h)=0.8099, G=15.688 uS
kT at 20 mK: 1.7235 ueV
20 mK, V=1 uV: I=12.94 pA, dI/dV=13.000 uS
20 mK, V=2 uV: I=26.06 pA, dI/dV=13.268 uS
20 mK, V=5 uV: I=67.93 pA, dI/dV=14.767 uS
20 mK, V=10 uV: I=148.64 pA, dI/dV=17.328 uS
V=5 uV: without impurity 96.85 pA, reflected 28.92 pA
V=5 uV, T=0: I=51.94 pA
NEGLECTED EFFECTS
finite E_C, 20 mK, 5 uV: reflected current x 1.0264
resulting change of I: -0.76 pA
finite E_C, 40 mK, V->0: reflected current x 1.0618
heated island, V=1 uV: 20.34 mK, I change 0.08 pA
heated island, V=5 uV: 27.55 mK, I change 5.38 pA
Gamma raised by the fraction 0.10: I change -2.22 pA
PASS
```
